# Valley couplings of phosphorus in silicon from three donor levels: test program

```python
"""Six-valley model of the 1s donor levels of phosphorus in silicon.

Result under test: the binding matrix has diagonal b, opposite-valley coupling g
and adjacent-valley coupling f. From the binding energies of the singlet (B_A),
triplet (B_T) and doublet (B_E),
    f = (B_A - B_E)/6,   g = B_A/6 + B_E/3 - B_T/2,
    b = (B_A + 3 B_T + 2 B_E)/6.
Binding energies are positive below the conduction-band edge; unit meV.
The valley order is +x, -x, +y, -y, +z, -z. Spin is left out.
"""
import itertools
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad

rng = np.random.default_rng(7)
valleys = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                    [0, -1, 0], [0, 0, 1], [0, 0, -1]])
valley_dot = valleys @ valleys.T


def valley_matrix(diagonal, opposite, adjacent):
    return (diagonal * (valley_dot == 1) + opposite * (valley_dot == -1)
            + adjacent * (valley_dot == 0))


def invert_levels(singlet, triplet, doublet):
    adjacent = (singlet - doublet) / 6
    opposite = singlet / 6 + doublet / 3 - triplet / 2
    diagonal = (singlet + 3 * triplet + 2 * doublet) / 6
    return diagonal, opposite, adjacent


# Tetrahedral site group: signed axis permutations that leave xyz unchanged.
rotations = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            operation = np.zeros((3, 3), dtype=int)
            for row in range(3):
                operation[row, order[row]] = signs[row]
            rotations.append(operation)
assert len(rotations) == 24
permutations = [(valleys @ R @ valleys.T == 1).astype(float) for R in rotations]


def symmetrize(matrix):
    return sum(D @ matrix @ D.T for D in permutations) / len(permutations)


# Symmetry leaves three real numbers in an arbitrary complex Hermitian matrix.
for trial in range(5):
    raw = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
    averaged = symmetrize(raw + raw.conj().T)
    assert np.max(np.abs(averaged.imag)) < 1e-12
    pattern = valley_matrix(averaged[0, 0], averaged[0, 1], averaged[0, 2])
    assert np.allclose(averaged, pattern, atol=1e-12)

# Closed eigenvalues and multiplicities against numerical diagonalization.
for trial in range(20):
    b0, g0, f0 = rng.normal(size=3)
    closed = [b0 + g0 + 4 * f0] + 3 * [b0 - g0] + 2 * [b0 + g0 - 2 * f0]
    numeric = np.linalg.eigvalsh(valley_matrix(b0, g0, f0))
    assert np.allclose(np.sort(closed), numeric, atol=1e-12)

# Inversion of the given levels.
B_A, B_T, B_E = 45.59, 33.89, 32.58
b, g, f = invert_levels(B_A, B_T, B_E)
binding = valley_matrix(b, g, f)
levels = np.linalg.eigvalsh(binding)[::-1]
assert np.allclose(levels, [B_A] + 3 * [B_T] + 2 * [B_E], atol=1e-10)

# Independent reconstruction from character projectors.
projected = np.zeros((6, 6))
for R, D in zip(rotations, permutations):
    character_doublet = np.trace(np.abs(R)) - 1
    character_triplet = np.trace(R)
    projected += (B_A + 2 * B_E * character_doublet
                  + 3 * B_T * character_triplet) * D / 24
assert np.allclose(projected, binding, atol=1e-10)
assert abs(g - 1.5) < 0.05 and abs(f - 2.2) < 0.05

# Interchanged triplet and doublet labels give a wrong six-level spectrum.
b_swap, g_swap, f_swap = invert_levels(B_A, B_E, B_T)
swapped_levels = np.linalg.eigvalsh(valley_matrix(b_swap, g_swap, f_swap))[::-1]
assert np.max(np.abs(swapped_levels - levels)) > 1.0

# Largest effect of rounding of the inputs.
half_digit = 0.005
corners = np.array([invert_levels(B_A + s[0] * half_digit,
                                  B_T + s[1] * half_digit,
                                  B_E + s[2] * half_digit)
                    for s in itertools.product([-1, 1], repeat=3)])
rounding = np.max(np.abs(corners - np.array([b, g, f])), axis=0)


def matrix_power(matrix, exponent):
    values, vectors = np.linalg.eigh(matrix)
    return (vectors * values**exponent) @ vectors.T


# Symmetric orthogonalization keeps the three-number form.
raw = rng.normal(size=(6, 6))
overlap_test = np.eye(6) + 0.05 * symmetrize(raw + raw.T)
raw = rng.normal(size=(6, 6))
integral_test = symmetrize(raw + raw.T)
inverse_root = matrix_power(overlap_test, -0.5)
orthogonal = inverse_root @ integral_test @ inverse_root
assert np.allclose(orthogonal, valley_matrix(*orthogonal[0, :3]), atol=1e-12)

# Fourfold screw of diamond on a grid with eight points per cube edge.
size = 8


def screw(x, y, z):
    return (x + 2) % size, (-z + 2) % size, (y + 2) % size


face_centres = [(0, 0, 0), (0, 4, 4), (4, 0, 4), (4, 4, 0)]
atoms = set(face_centres) | {(x + 2, y + 2, z + 2) for x, y, z in face_centres}
atoms = {tuple(c % size for c in atom) for atom in atoms}
assert {screw(*atom) for atom in atoms} == atoms
grid = np.indices((size, size, size))
for parity in (1, -1):
    term = rng.normal(size=(size,) * 3) + 1j * rng.normal(size=(size,) * 3)
    periodic = np.zeros_like(term)
    for turn in range(4):
        periodic += parity**turn * term
        term = term[screw(*grid)]
    forbidden = np.mean(periodic**2 * np.exp(-2j * np.pi * 2 * grid[0] / size))
    allowed = np.mean(periodic**2 * np.exp(-2j * np.pi * 4 * grid[0] / size))
    assert abs(forbidden) < 1e-12 and abs(allowed) > 1e-3

# Rough valley overlaps from a compact exponential envelope.
lattice_nm, valley_fraction, radius_nm = 0.543, 0.85, 1.4
unit_q = 2 * np.pi / lattice_nm


def form_factor(q):
    return (1 + (q * radius_nm / 2)**2)**-2


reciprocal = [np.array(G) for G in itertools.product(range(-3, 4), repeat=3)
              if len({component % 2 for component in G}) == 1]


def smallest_q(first, second, excluded=None):
    difference = valley_fraction * (valleys[first] - valleys[second])
    return unit_q * min(np.linalg.norm(difference + G) for G in reciprocal
                        if excluded is None or tuple(G) != excluded)


q_forbidden = smallest_q(0, 1)
q_opposite = smallest_q(0, 1, excluded=(-2, 0, 0))
q_adjacent = smallest_q(0, 2)
assert np.isclose(q_forbidden, unit_q * (2 - 2 * valley_fraction))
for q in (q_forbidden, q_opposite, q_adjacent):
    direct = quad(lambda r: 4 * r * np.exp(-2 * r / radius_nm) * np.sin(q * r)
                  / (q * radius_nm**3), 0, 20 * radius_nm,
                  limit=1000, epsabs=1e-11, epsrel=1e-9)[0]
    assert abs(direct - form_factor(q)) < 1e-8
s_opposite, s_adjacent = form_factor(q_opposite), form_factor(q_adjacent)

# Raw integrals from matrix square roots, against sums over valley paths.
root = matrix_power(valley_matrix(1, s_opposite, s_adjacent), 0.5)
raw_integrals = root @ binding @ root
shift_opposite = raw_integrals[0, 1] - g
shift_adjacent = raw_integrals[0, 2] - f
direct_part = b * s_opposite
four_valley_part = 4 * f * s_adjacent
path_adjacent = b * s_adjacent + f * s_opposite + (g + 2 * f) * s_adjacent
assert abs(shift_opposite - direct_part - four_valley_part) < 1e-10
assert abs(shift_adjacent - path_adjacent) < 1e-10

# Different level depths give different envelope decay lengths.
decay_ratio = np.sqrt(B_E / B_A)


def radial_product(rate_one, rate_two):
    return quad(lambda r: r**2 * np.exp(-(rate_one + rate_two) * r), 0, np.inf)[0]


envelope_overlap = radial_product(1, decay_ratio) / np.sqrt(
    radial_product(1, 1) * radial_product(decay_ratio, decay_ratio))

print(f"input singlet binding B_A = {B_A:.2f} meV")
print(f"input triplet binding B_T = {B_T:.2f} meV")
print(f"input doublet binding B_E = {B_E:.2f} meV")
print(f"B_A - B_E = {B_A - B_E:.2f} meV")
print(f"B_A - B_T = {B_A - B_T:.2f} meV")
print(f"B_T - B_E = {B_T - B_E:.2f} meV")
print(f"diagonal b = {b:.4f} meV")
print(f"opposite-valley coupling g = {g:.4f} meV")
print(f"adjacent-valley coupling f = {f:.4f} meV")
print("levels from diagonalization =", np.round(levels, 2), "meV")
print(f"swapped labels: g = {g_swap:.4f} meV")
print(f"swapped labels: f = {f_swap:.4f} meV")
print("swapped-label levels =", np.round(swapped_levels, 2), "meV")
print(f"assumed input rounding = +/-{half_digit:.3f} meV")
print(f"largest rounding error of b = {rounding[0]:.4f} meV")
print(f"largest rounding error of g = {rounding[1]:.4f} meV")
print(f"largest rounding error of f = {rounding[2]:.4f} meV")
print(f"rough lattice constant = {lattice_nm:.3f} nm")
print(f"rough valley position = {valley_fraction:.2f} of Gamma-X")
print(f"rough short envelope radius = {radius_nm:.1f} nm")
print(f"forbidden (2,0,0) term: q = {q_forbidden:.2f} 1/nm")
print(f"forbidden term: envelope factor = {form_factor(q_forbidden):.4f}")
print(f"forbidden term: b*factor = {b * form_factor(q_forbidden):.2f} meV")
print(f"allowed opposite term: q = {q_opposite:.2f} 1/nm")
print(f"allowed adjacent term: q = {q_adjacent:.2f} 1/nm")
print(f"opposite-valley overlap estimate s_o = {s_opposite:.1e}")
print(f"adjacent-valley overlap estimate s_a = {s_adjacent:.1e}")
print(f"direct part b*s_o = {direct_part:.4f} meV")
print(f"four-valley part 4*f*s_a = {four_valley_part:.4f} meV")
print(f"raw minus orthogonalized g = {shift_opposite:.4f} meV")
print(f"raw minus orthogonalized f = {shift_adjacent:.4f} meV")
print(f"decay length, singlet/doublet = {decay_ratio:.3f}")
print(f"singlet-doublet envelope overlap = {envelope_overlap:.4f}")
print(f"weight outside common envelope = {100*(1-envelope_overlap**2):.1f} %")
for temperature in (10, 30, 77):
    thermal_meV = boltzmann * temperature / charge * 1000
    weights = np.array([1, 3 * np.exp((B_T - B_A) / thermal_meV),
                        2 * np.exp((B_E - B_A) / thermal_meV)])
    shares = 100 * weights / weights.sum()
    print(f"{temperature} K: kT = {thermal_meV:.3f} meV; neutral-donor shares "
          f"A, T, E = {shares[0]:.3f}, {shares[1]:.3f}, {shares[2]:.3f} %")
print("done: every assertion held")
```

Printed output:

```
input singlet binding B_A = 45.59 meV
input triplet binding B_T = 33.89 meV
input doublet binding B_E = 32.58 meV
B_A - B_E = 13.01 meV
B_A - B_T = 11.70 meV
B_T - B_E = 1.31 meV
diagonal b = 35.4033 meV
opposite-valley coupling g = 1.5133 meV
adjacent-valley coupling f = 2.1683 meV
levels from diagonalization = [45.59 33.89 33.89 33.89 32.58 32.58] meV
swapped labels: g = 2.6050 meV
swapped labels: f = 1.9500 meV
swapped-label levels = [45.59 33.89 33.89 32.58 32.58 32.58] meV
assumed input rounding = +/-0.005 meV
largest rounding error of b = 0.0050 meV
largest rounding error of g = 0.0050 meV
largest rounding error of f = 0.0017 meV
rough lattice constant = 0.543 nm
rough valley position = 0.85 of Gamma-X
rough short envelope radius = 1.4 nm
forbidden (2,0,0) term: q = 3.47 1/nm
forbidden term: envelope factor = 0.0210
forbidden term: b*factor = 0.74 meV
allowed opposite term: q = 18.26 1/nm
allowed adjacent term: q = 11.83 1/nm
opposite-valley overlap estimate s_o = 3.7e-05
adjacent-valley overlap estimate s_a = 2.1e-04
direct part b*s_o = 0.0013 meV
four-valley part 4*f*s_a = 0.0018 meV
raw minus orthogonalized g = 0.0031 meV
raw minus orthogonalized f = 0.0086 meV
decay length, singlet/doublet = 0.845
singlet-doublet envelope overlap = 0.9895
weight outside common envelope = 2.1 %
10 K: kT = 0.862 meV; neutral-donor shares A, T, E = 100.000, 0.000, 0.000 %
30 K: kT = 2.585 meV; neutral-donor shares A, T, E = 95.646, 3.107, 1.248 %
77 K: kT = 6.635 meV; neutral-donor shares A, T, E = 55.681, 28.644, 15.675 %
done: every assertion held
```
